Relaxation times for acoustic scattering in a silicon valley by angular quadrature

**A mass ratio that hides an anisotropy**

Take an electron in one conduction valley of silicon at 77 K, with energy k_BT = 6.635 meV. With the rough parameters given below, acoustic phonons relax its motion along the valley axis in 3.74 ps and across the axis in 5.78 ps, a ratio of 0.647. Now replace the two masses, 0.92 and 0.19 electron masses, by their density-of-states mean, 0.3214, and hold the deformation potentials and elastic moduli fixed. The valley has become a sphere, yet the ratio moves further from one, to 0.437. For these potentials the anisotropy of the times does not come from the shape of the valley. Its source is the coupling, and the shape partly conceals it. Concealment is not a general rule: it depends on the poorly known dilatation potential, and for sufficiently negative values the shape enlarges the anisotropy instead, as shown below.

The naive scheme cannot show this. It treats the valley as a sphere with one dilatational potential and obtains a single time. With mass 0.3214 and a potential of 9 eV that time is 4.55 ps in every direction. The scheme has two faults. It ignores the dependence of the coupling on the phonon direction, and it assumes that a relaxation time exists. Curing them leads to a short algorithm.

**The coupling depends on the phonon direction**

Let z be the valley axis and

E = ħ²k_z²/(2m_l) + ħ²(k_x² + k_y²)/(2m_t).

A strain e_ij shifts the band edge by Ξ_d(e_xx + e_yy + e_zz) + Ξ_u e_zz. A phonon with wave vector q = qn, unit polarization a and displacement amplitude u has strain e_ij = (i/2)q(a_i n_j + a_j n_i)u. Its shift is therefore

iqu(Ξ_d n·a + Ξ_u n_z a_z) = iqu b·a, with b = Ξ_d n + Ξ_u n_z ẑ.

In a crystal of density ρ and volume V, absorption and emission have |u|² = ħN/(2ρVω) and ħ(N+1)/(2ρVω), where N is the phonon occupation. Assume that ħω is small compared with k_BT. The electron energy is then nearly unchanged, and 2N + 1 ≈ 2k_BT/(ħω). With ω = vq, the sum of the two squared matrix elements is

q²(b·a)² · ħ/(2ρVω) · 2k_BT/(ħω) = k_BT (b·a)²/(Vρv²).

The factor q² has cancelled, so the length of q no longer matters, but its direction does. The golden rule gives the rate

W(k→k') = [2πk_BT/(ħV)] G δ(E − E'), G = Σ (b·a)²/(ρv²),

summed over the three branches. The polarizations are eigenvectors of the Christoffel matrix Γ(n), with eigenvalues ρv², so G = b·Γ⁻¹b.

In an elastically isotropic crystal, write c_l and c_t for the longitudinal and transverse moduli ρv², and c = n_z². The longitudinal branch has a = n and b·n = Ξ_d + Ξ_u c. The part of b perpendicular to n is Ξ_u n_z(ẑ − n_z n), whose square is Ξ_u² c(1 − c). Hence

G = (Ξ_d + Ξ_u c)²/c_l + Ξ_u² c(1 − c)/c_t.

A purely dilatational potential, Ξ_u = 0, leaves the constant Ξ_d²/c_l. Uniaxial coupling makes G vary with direction and brings in transverse phonons.

**A relaxation time has to be projected out**

For a weak field F and nondegenerate electrons of charge −e, write the change of the distribution as eF·Λ(k) ∂f₀/∂E. Scattering conserves energy, so ∂f₀/∂E cancels from the linear Boltzmann equation, leaving

v_i(k) = Σ_k' W(k→k')[Λ_i(k) − Λ_i(k')].

Here Λ is the vector mean free path. A relaxation time would mean Λ_i = τ_i v_i, with τ_i constant on the energy shell.

To test this, scale the ellipsoid to a unit sphere by k_i = √(2m_iE) s_i/ħ, where m_i is m_l for z and m_t for x and y. Then v_i = √(2E/m_i) s_i. With w = √(2E) and m_d³ = m_l m_t², the volume element is

d³k/(2π)³ = m_d^(3/2) w² dw dΩ/(8π³ħ³) = m_d^(3/2) √(2E) dE dΩ/(8π³ħ³),

because w dw = dE. Integration over the 4π solid angle gives the density of states per spin, volume and valley,

g(E) = m_d^(3/2) √E/(√2 π²ħ³).

The trial form would then require, at every s,

s_i/τ_i = R ∫ dΩ'/(4π) G (s_i − s'_i), R = (2πk_BT/ħ) g(E).

For constant G the s' term integrates to zero, and 1/τ_i = RG solves the equation. For varying G the right side is an odd function of s that need not be proportional to s_i, so no single number need satisfy the equation everywhere.

The best single number follows from a variational principle. Let L denote the collision operator on the right of the Boltzmann equation, and let angle brackets denote averages over the shell. Because W is symmetric, ⟨φLφ⟩ is half the average of W(φ − φ')², and cannot be negative. Consider

J[φ] = 2⟨v_iφ⟩ − ⟨φLφ⟩.

Since LΛ_i = v_i, completing the square gives

J[φ] = ⟨v_iΛ_i⟩ − ⟨(φ − Λ_i)L(φ − Λ_i)⟩ ≤ ⟨v_iΛ_i⟩.

The right side is the shell's contribution to the mobility, up to positive factors. Inserting φ = τ_i v_i gives J = 2τ_i⟨v_i²⟩ − τ_i²⟨v_iLv_i⟩, which is largest at

1/τ_i = ⟨v_iLv_i⟩/⟨v_i²⟩ = R⟨G s_i(s_i − s'_i)⟩/⟨s_i²⟩.

There J = τ_i⟨v_i²⟩. Within this elastic model the time so defined gives a lower bound to the mobility in direction i.

**From two spheres to one angle**

The last average runs over two points on a sphere. Direct quadrature is awkward because G depends on the direction of s − s' and has no limit as the points meet. The factor s_i − s'_i keeps the integrand continuous there, but not smooth.

The difficulty can be removed analytically. Exchanging s and s' leaves G unchanged, so half the sum of the two forms may be used. With D = s − s' and ⟨s_i²⟩ = 1/3,

1/τ_i = 3R · ½⟨G D_i²⟩ = (3R/2)⟨G D_i²⟩.

The phonon wave vector has components proportional to √m_i D_i, so G depends on the direction d = D/|D| and not on |D|. Rotating both points together leaves their distribution unchanged. For any given |D|, therefore, d is uniform on the sphere, and the average factorizes. Its length factor is

⟨|D|²⟩ = 2 − 2⟨s·s'⟩ = 2,

which gives

1/τ_i = 3R⟨G d_i²⟩.

Put μ = d_z. The integrand is even in μ, and the azimuthal average of d_x² is (1 − μ²)/2. The two rates are

1/τ_l = R ∫₀¹ 3μ² G dμ,

1/τ_t = R ∫₀¹ (3/2)(1 − μ²) G dμ,

with the physical phonon direction entering through

c = m_l μ²/[m_l μ² + m_t(1 − μ²)].

Both weights integrate to one. The algorithm is to place Gauss–Legendre nodes on 0 < μ < 1, evaluate c at each, and accumulate the averages of 1, 2c, c² and c(1 − c). These multiply Ξ_d²/c_l, Ξ_dΞ_u/c_l, Ξ_u²/c_l and Ξ_u²/c_t. They depend on the mass ratio alone, so one quadrature serves every temperature, energy and set of potentials.

For the silicon masses the coefficients are

along: 1, 1.65596, 0.71830, 0.10968

across: 1, 0.83293, 0.26555, 0.15092.

**Closed forms to check the quadrature**

Let β = m_l/m_t − 1 > 0, so that c = (1 + β)μ²/(1 + βμ²). Define P_n and Q_n as the integrals over 0 < μ < 1 of μ^(2n)/(1 + βμ²) and μ^(2n)/(1 + βμ²)². Multiplying numerator and denominator by 1 + βμ² gives, for n ≥ 1,

P_(n−1) + βP_n = 1/(2n − 1), Q_(n−1) + βQ_n = P_(n−1).

The recursions start from P₀ = arctan(√β)/√β. Since the derivative of μ/(1 + βμ²) is 2/(1 + βμ²)² − 1/(1 + βμ²), integration gives Q₀ = [P₀ + 1/(1 + β)]/2. The averages are then

along: ⟨c⟩ = 3(1 + β)P₂, ⟨c²⟩ = 3(1 + β)²Q₃

across: ⟨c⟩ = (3/2)(1 + β)(P₁ − P₂), ⟨c²⟩ = (3/2)(1 + β)²(Q₂ − Q₃).

Against these forms the largest absolute coefficient error is 1.2×10⁻³ with 4 nodes, 4.3×10⁻⁷ with 8 and 3.0×10⁻¹¹ with 12. The integrand has poles at μ = ±i/√β, here ±0.51i. They approach the interval as the mass ratio grows, so a more elongated valley calls for a fresh check of the node number: at β = 19 the 8-node error is 4×10⁻⁵. The recursions divide by β and lose digits for nearly equal masses (an error of 5×10⁻⁴ at β = 10⁻⁴ in double precision), where the quadrature is the more reliable of the two.

The reduction itself was tested by direct averaging over both spheres, using physical wave vectors and the Christoffel matrix. With 36 nodes in each polar cosine and 72 azimuths, 93,312 points in all, the rates agreed to a relative 5.2×10⁻⁶.

**The dilatational limit, and what equal masses do**

For Ξ_u = 0 only the first coefficient contributes. It is one in both directions, so τ_l = τ_t for any masses. Setting m_l = m_t = m as well gives the spherical result

1/τ = (2πk_BT/ħ) · m^(3/2)√E/(√2π²ħ³) · Ξ_d²/c_l = √2 Ξ_d² m^(3/2) k_BT √E/(πħ⁴c_l).

An integral over phonon wave vectors confirms the prefactor. For a sphere of radius k, the states per volume are q² dq dx/(4π²), with x the cosine between q and k. Integrating the energy delta function over x gives m/(ħ²kq), and an elastic transfer q removes the fraction q²/(2k²) of the forward momentum. Hence

1/τ = (1/4π²)(2π/ħ)(k_BTΞ_d²/c_l)(m/ħ²k)(1/2k²) ∫₀^(2k) q³ dq = k_BTΞ_d² mk/(πħ³c_l).

The integral is 4k⁴, and k = √(2mE)/ħ restores the previous form. A numerical version that kept absorption, emission and Bose occupations separate, with the sound speed lowered a thousandfold at fixed modulus, gave 4.55211 ps for Ξ_d = 9 eV and m = 0.3214. Both directional formulas gave the same value.

Equal masses with uniaxial coupling behave differently. Then c = μ², and elementary integrals give

along: 1, 6/5, 3/7, 6/35

across: 1, 2/5, 3/35, 4/35.

The weight 3μ² favours phonons near the axis, where the longitudinal coupling is (Ξ_d + Ξ_u)²/c_l; the transverse weight favours those near the equatorial plane, where it falls to Ξ_d²/c_l. For the example's potentials, relaxation along the axis is therefore faster.

This also explains the opening comparison. When m_l > m_t, the physical phonon direction lies closer to the axis than d does, so c > μ² for 0 < μ < 1. As m_l/m_t → ∞, c → 1 at every μ > 0. G then tends to (Ξ_d + Ξ_u)²/c_l under both weights and, provided this is not zero, the ratio of the two times tends to one. For the example's potentials the ratio τ_l/τ_t is 0.437 at mass ratio 1, 0.647 at 4.84, and tends to 1. The limit alone does not fix the trend at finite mass ratio. At Ξ_d = −6 eV the equal-mass fractions give rates proportional to 36 − 64.8 + 34.7 + 38.4 = 44.3 along the axis and 36 − 21.6 + 6.9 + 25.6 = 46.9 across it, a ratio of times of 1.06. The silicon masses raise this to 1.58, and it exceeds 2 at a mass ratio of 20 before returning towards 1. With Ξ_u = 9 eV, and Ξ_d anywhere between −30 and +20 eV, the silicon mass ratio hides the anisotropy for Ξ_d above about −4.6 eV and enlarges it below; with cubic elasticity the dividing value is about −4.75 eV.

**The silicon numbers**

The rough inputs are Ξ_d = 1 eV, Ξ_u = 9 eV and cubic elastic constants C₁₁, C₁₂, C₄₄ of 166, 64 and 80 GPa. Direction-averaged moduli replace the cubic crystal by an isotropic one:

c_l = (3C₁₁ + 2C₁₂ + 4C₄₄)/5 = 189.2 GPa

c_t = (C₁₁ − C₁₂ + 3C₄₄)/5 = 68.4 GPa.

Thus Ξ_d/Ξ_u = 1/9 and c_l/c_t = 2.766. At E = k_BT and 77 K, RΞ_u²/c_l = 0.2197 ps⁻¹. The rates are

1/τ_l = 0.2197(0.0123 + 0.1840 + 0.7183 + 0.3034) = 0.2676 ps⁻¹

1/τ_t = 0.2197(0.0123 + 0.0925 + 0.2656 + 0.4175) = 0.1731 ps⁻¹.

The last term in each bracket is due to transverse phonons. They supply 25 % of the rate along the axis and 53 % across it, so omitting them would distort the ratio as well as the size.

For the mobility, the shell average of v_i² is 2E/(3m_i), and τ_i varies as E^(−1/2). Averaging (e/k_BT)v_i²τ_i over a Maxwell distribution, with ε = E/k_BT, gives

μ_i = [2eτ_i(k_BT)/(3m_i)] ∫₀^∞ ε e^(−ε) dε / ∫₀^∞ √ε e^(−ε) dε = [4/(3√π)] eτ_i(k_BT)/m_i.

This is 5,375 cm²/Vs along the axis and 40,233 across it. Their ratio of 7.5 is the mass ratio 4.84 multiplied by the ratio of times, 1.55. Two of the six valleys point along each cubic axis, so the crystal mobility is (μ_l + 2μ_t)/3, or about 28,600 cm²/Vs.

**How much the single time costs**

The full shell equation replaces the trial function s_i by a sum of odd polynomials. Along the axis these are s_z, s_z³, s_z⁵ and so on; across it they are s_x + is_y times even powers of s_z. Maximizing J gives linear equations with matrix elements ½⟨G(φ_a − φ'_a)*(φ_b − φ'_b)⟩. Eight terms raise the mobility by 0.011 % along the axis and 0.48 % across it. At s_z = 0.2, 0.5 and 0.8, the largest residual of the solved equation is 3×10⁻⁷, against source terms between 0.2 and 1. For these parameters a relaxation time is an approximation, but a good one for the mobility, whose error is of second order in the error of the trial function. Point by point it is much poorer: across the axis Λ_i/(τ_i v_i) ranges from about 0.76 to 1.06 over the shell. With cubic elasticity the mobility gains are similar, 0.007 % and 0.56 %. Other potentials need their own check.

**Which corrections matter**

The least certain input is Ξ_d, for which values of either sign are in use. Each rate is a quadratic in Ξ_d. With the other inputs fixed, its minimum lies at −½(1.656)Ξ_u = −7.5 eV along the axis and −½(0.833)Ξ_u = −3.7 eV across it. At Ξ_d = −6 eV the ratio τ_l/τ_t is 1.58 and the mobility about 43,000 cm²/Vs; at +4 eV they are 0.64 and 18,000. Even the direction of faster relaxation depends on this parameter.

Ξ_u is better known but enters roughly squared: at Ξ_d = 1 eV the mobility is 31,800 cm²/Vs for 8.5 eV and 21,500 for 10.5 eV. Elastic anisotropy is a further concern. The one-sphere reduction requires G to depend on direction alone, so it survives in a cubic crystal: one uses G = b·Γ⁻¹b and adds an azimuthal quadrature. At Ξ_d = 1 eV this shortens the times by 15 % along the axis and 13 % across it, and lowers the mobility to about 24,800 cm²/Vs. The size depends on Ξ_d: the mobility falls by 14 % at −6 eV and by 10 % at +4 eV. For silicon this extension is worth its small cost.

The elastic assumption looks less secure, since the largest longitudinal phonon energy for an electron at k_BT is 0.72 k_BT. In a spherical, dilatational model, however, keeping the phonon energies changes the thermally averaged momentum loss by −2.6 %; in the ellipsoidal valley the change is about −4 % along the axis and −2 % across it. The ratio ħω/k_BT grows as T^(−1/2) for thermal electrons, so the approximation worsens on cooling. Nonparabolicity of 0.5 eV⁻¹ lowers the 77 K mobility by 3 %.

For comparison with real material, the electron mobility of lightly doped silicon is roughly 2×10⁴ cm²/Vs at 77 K and roughly 1,400 at 300 K. The isotropic acoustic model is about 40 % high at 77 K. Ionized impurities at 10¹⁴ cm⁻³, treated with screened scattering and a spherical mass, reduce its value by 15 %, to about 24,300 (by about 18 % if the ellipsoid is kept); the uncertainty in Ξ_d is larger than that. At 300 K the acoustic value, 3,721 cm²/Vs, is far too high. One cause is that scattering between valleys has been left out. Three rough intervalley modes at 47, 59 and 62 meV bring it down to 2,017. At 77 K these modes are nearly frozen out and remove less than 1 %. The weaker modes near 12 to 19 meV, omitted here, remain active at 77 K: with commonly used couplings they raise the loss there to about 10 % and lower the 300 K value to about 1,800. Cubic elasticity, all six modes and nonparabolicity together give about 22,000 at 77 K and 1,470 at 300 K without impurities; given the spread in the potentials, this closeness is not a test of their values. The low-field regime is narrow at 77 K. The model's drift speed reaches the longitudinal sound speed at 31.5 V/cm. There an electron-temperature balance with acoustic cooling alone, for a field along ⟨111⟩, gives 14 % heating and a 6.5 % lower mobility. Intervalley emission cools several times more strongly and cuts the loss at that field to 1 to 2 %; it reaches about 10 % near 100 V/cm. The remaining input values and checks are in the numerical output.

Computed results

```
INPUTS (rough typical silicon values)
m_l, m_t, m_d = 0.92, 0.19, 0.3214 electron masses
Xi_d, Xi_u = 1.0, 9.0 eV
C11, C12, C44 = 166, 64, 80 GPa
averaged c_l, c_t = 189.2, 68.4 GPa
density = 2330 kg/m3, v_l = 9.01 km/s
T = 77 K, kT = 6.635 meV
doping = 1.0e+14 cm^-3, rel. permittivity = 11.7
nonparabolicity = 0.5 1/eV
intervalley: 62 meV, 1.1e+09 eV/cm, 1 valleys
intervalley: 59 meV, 2.0e+08 eV/cm, 4 valleys
intervalley: 47 meV, 2.0e+08 eV/cm, 4 valleys
COEFFICIENTS of Xd^2/cl, Xd Xu/cl, Xu^2/cl, Xu^2/ct
along  1.00000 1.65596 0.71830 0.10968
across 1.00000 0.83293 0.26555 0.15092
largest coefficient error, by number of Gauss nodes:
  4: 1.2e-03, 8: 4.3e-07, 12: 3.0e-11, 20: 3.3e-15
double-sphere check, largest rel. difference = 5.2e-06
RESULTS at E = kT, 77 K
density of states g = 5.056e+19 1/(eV cm3)
R Xu^2/cl = 0.2197 1/ps
tau along, across = 3.737, 5.778 ps
tau along / tau across = 0.6469
transverse-phonon share of 1/tau: along 24.9 %, across 53.0 %
mobility along, across = 5375, 40233 cm2/Vs
six-valley mobility = 28613 cm2/Vs
LIMIT: mass m_d, dilatational potential 9 eV, no shear
tau along, across = 4.55211, 4.55211 ps
tau from one-phonon golden rule = 4.55211 ps
equal masses with shear: tau along/across = 0.4374
SENSITIVITY to Xi_d: ratio along/across, six-valley mobility
  -6 eV: 1.580, 42961 cm2/Vs
  -2 eV: 0.778, 41717 cm2/Vs
  +4 eV: 0.640, 18012 cm2/Vs
NEGLECTED EFFECTS
full shell solution: along +0.011 %, across +0.480 %
  its largest residual = 3.1e-07
cubic elasticity, tau: along -14.77 %, across -13.26 %
largest LA phonon energy / kT = 0.716
phonon energy kept, thermal friction: -2.56 %
nonparabolicity, mobility: 77 K -3.15 %, 300 K -11.39 %
with intervalley phonons, 77 K: 28393 cm2/Vs
300 K: acoustic only 3721, with intervalley 2017 cm2/Vs
with ionized impurities, 77 K: 24291 cm2/Vs
electron density / N_c at 77 K = 2.8e-05
field where drift speed = v_l: 31.5 V/cm
```
